# Kohn-Sham Potential of a Stretched Two-Electron Diatomic in One Dimension: test program

```python
"""
Result under test: for two electrons (singlet) in two distant, different 1D wells
A and B with ionisation energies I_A < I_B, the exact Kohn-Sham potential v_s is
raised around B by I_B - I_A and has a peak of height I_B between the wells.
Atomic units. Well: v(x) = -k^2 sech^2(k x), with I = k^2/2 and orbital
sqrt(k/2) sech(k x). Repulsion: strength*exp(-(x-y)^2). A is at 0, B at d.
The two-electron problem is solved on a grid with no assumed form of the wave
function; v_s = phi''/(2 phi) + eps with phi = sqrt(n/2), eps = E(2) - E(1).
"""
import numpy as np
import sympy as sp
from scipy import sparse
from scipy.constants import physical_constants
from scipy.linalg import eigh_tridiagonal
from scipy.sparse.linalg import splu

K_A, K_B = 1.0, 1.5
STRENGTH = 2.0
STEP = 0.1                                   # grid spacing
I_A, I_B = K_A**2 / 2, K_B**2 / 2
DELTA = I_B - I_A
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def well(x, k):
    return -k**2 / np.cosh(k * x)**2


def one_electron(v, count=1):
    """Lowest levels and orbitals of one electron in potential v."""
    return eigh_tridiagonal(1 / STEP**2 + v,
                            np.full(len(v) - 1, -0.5 / STEP**2),
                            select="i", select_range=(0, count - 1))


def two_electrons(x, v, shift, iterations):
    """Singlet ground state by inverse iteration; shift lies below its energy."""
    size = len(x)
    off = np.full(size - 1, -0.5 / STEP**2)
    h1 = sparse.diags([off, 1 / STEP**2 + v, off], [-1, 0, 1])
    unit = sparse.identity(size)
    repulsion = STRENGTH * np.exp(-(x[:, None] - x[None, :])**2)
    full = (sparse.kron(h1, unit) + sparse.kron(unit, h1)
            + sparse.diags(repulsion.ravel())).tocsr()
    # orthonormal basis of functions symmetric under exchange
    i, j = np.triu_indices(size)
    column = np.arange(len(i))
    different = i != j
    rows = np.concatenate([i * size + j, (j * size + i)[different]])
    columns = np.concatenate([column, column[different]])
    values = np.concatenate([np.where(different, np.sqrt(0.5), 1.0),
                             np.full(different.sum(), np.sqrt(0.5))])
    sym = sparse.csr_matrix((values, (rows, columns)),
                            shape=(size**2, len(i)))
    ham = (sym.T @ full @ sym).tocsc()
    factor = splu((ham - shift * sparse.identity(len(i))).tocsc(),
                  permc_spec="MMD_AT_PLUS_A", diag_pivot_thresh=0.0,
                  options=dict(SymmetricMode=True))
    c = np.ones(len(i))
    for _ in range(iterations):
        c = factor.solve(c)
        c /= np.linalg.norm(c)
    assert np.all(c > 0)                     # nodeless: the ground state
    energy = c @ (ham @ c)
    psi = (sym @ c).reshape(size, size) / STEP
    density = 2 * STEP * np.sum(psi**2, axis=1)
    return energy, density


def heitler_london_potential(x, d):
    """v_s predicted from n = a^2 + b^2, with eps = -I_A."""
    a = np.sqrt(K_A / 2) / np.cosh(K_A * x)
    b = np.sqrt(K_B / 2) / np.cosh(K_B * (x - d))
    w = a**2 / (a**2 + b**2)
    slope_difference = K_A * np.tanh(K_A * x) - K_B * np.tanh(K_B * (x - d))
    return (w * (well(x, K_A) + I_A) + (1 - w) * (well(x - d, K_B) + I_B)
            + 0.5 * slope_difference**2 * w * (1 - w) - I_A)


def study(d):
    x = STEP * np.arange(-80, int(round((3 * d + 10) / STEP)) + 1)
    v_ext = well(x, K_A) + well(x - d, K_B)
    e2, n = two_electrons(x, v_ext, -(I_A + I_B) - 0.05, 40)
    e1 = one_electron(v_ext)[0][0]
    eps = e2 - e1
    phi = np.sqrt(n / 2)
    padded = np.concatenate([[0.0], phi, [0.0]])
    curvature = (padded[2:] - 2 * phi + padded[:-2]) / STEP**2
    v_s = 0.5 * curvature / phi + eps
    # peak between the wells, refined by a parabola through three points
    between = np.where((x > 2) & (x < d - 1.5))[0]
    m = between[np.argmax(v_s[between])]
    left, mid, right = v_s[m - 1:m + 2]
    t = 0.5 * (left - right) / (left - 2 * mid + right)
    peak_x, peak_v = x[m] + t * STEP, mid - 0.25 * (left - right) * t
    # half-height point of the descent beyond B
    beyond = np.where((x > d + 4) & (v_s < DELTA / 2))[0]
    assert len(beyond) > 0
    q = beyond[0]
    back = x[q - 1] + STEP * (v_s[q - 1] - DELTA / 2) / (v_s[q - 1] - v_s[q])
    at_a, at_b = np.argmin(abs(x)), np.argmin(abs(x - d))
    v_hxc = v_s - v_ext
    levels, _ = one_electron(v_s, 2)
    return dict(x=x, n=n, v_s=v_s, v_ext=v_ext, e2=e2, e1=e1, eps=eps,
                peak_x=peak_x, peak_v=peak_v, back=back - d,
                step=v_hxc[at_b] - v_hxc[at_a], levels=levels,
                gap=levels[1] - levels[0])


# The curvature identity for sqrt(a^2 + b^2), checked symbolically.
s = sp.symbols("s", real=True)
fa, fb = sp.Function("a")(s), sp.Function("b")(s)
total = fa**2 + fb**2
root = sp.sqrt(total)
claimed = ((fa * fa.diff(s, 2) + fb * fb.diff(s, 2)) / total
           + (fa * fb.diff(s) - fb * fa.diff(s))**2 / total**2)
assert sp.simplify(root.diff(s, 2) / root - claimed) == 0

# Isolated atoms on the same grid, and two electrons on B alone.
x_atom = STEP * np.arange(-100, 101)
grid_I_A = -one_electron(well(x_atom, K_A))[0][0]
grid_I_B = -one_electron(well(x_atom, K_B))[0][0]
assert abs(grid_I_A - I_A) < 2e-3 and abs(grid_I_B - I_B) < 2e-3
pair_on_B, _ = two_electrons(x_atom, well(x_atom, K_B),
                             -(I_A + I_B) - 0.05, 100)
assert pair_on_B > -(I_A + I_B) + 0.1        # covalent state is lower

results = {d: study(d) for d in (6, 8, 10)}
r = results[10]
x, v_s = r["x"], r["v_s"]

# Energies and the zero of the potential at both ends.
assert abs(r["e2"] + grid_I_A + grid_I_B) < 1e-3
assert abs(r["eps"] + grid_I_A) < 1e-3
left_end = v_s[np.argmin(abs(x + 7))]
right_end = v_s[-10]
assert abs(left_end) < 2e-3 and abs(right_end) < 1e-2
assert abs(r["levels"][0] - r["eps"]) < 1e-7

# Step, peak height and peak position (tolerances cover grid error and finite d).
plateau = v_s[np.argmin(abs(x - 15))]
assert abs(r["step"] - DELTA) < 5e-3
assert abs(plateau - DELTA) < 5e-3
assert abs(r["peak_v"] - I_B) < 0.015
assert abs(r["peak_x"] - K_B * 10 / (K_A + K_B)) < 0.05

# Whole profile against the stretched-limit formula.
window = (x > -5) & (x < 18)
profile_error = np.max(abs(v_s - heitler_london_potential(x, 10))[window])
assert profile_error < 0.02

# Descent beyond B: no second peak, and the predicted motion with d.
outer_max = np.max(v_s[x > 14])
assert outer_max < DELTA + 3e-3
motion = (results[10]["back"] - results[8]["back"]) / 2
assert abs(motion - K_A / (K_B - K_A)) < 0.05

# The step keeps one electron on each atom; without it both go to B.
on_B = STEP * np.sum(r["n"][x > r["peak_x"]])
assert abs(on_B - 1) < 1e-2
raised = (x > r["peak_x"]) & (x < 10 + r["back"])
orbital = one_electron(v_s - DELTA * raised)[1][:, 0]
on_B_without = 2 * np.sum(orbital[x > r["peak_x"]]**2)
assert on_B_without > 1.98
assert results[6]["gap"] > results[8]["gap"] > results[10]["gap"] > 0

print(f"kappa_A, kappa_B = {K_A:.1f}, {K_B:.1f} 1/bohr")
print(f"repulsion strength = {STRENGTH:.1f} hartree")
print(f"grid spacing = {STEP:.1f} bohr")
print(f"I_A formula, grid = {I_A:.4f}, {grid_I_A:.4f} hartree")
print(f"I_B formula, grid = {I_B:.4f}, {grid_I_B:.4f} hartree")
print(f"predicted step I_B-I_A = {DELTA:.4f} hartree")
print(f"predicted step = {DELTA * HARTREE_EV:.2f} eV")
print(f"predicted peak height I_B = {I_B:.4f} hartree")
print(f"predicted peak height = {I_B * HARTREE_EV:.2f} eV")
print(f"two electrons on B alone: E = {pair_on_B:.4f} hartree")
print(f"covalent limit -(I_A+I_B) = {-(I_A + I_B):.4f} hartree")
for d, q in results.items():
    print(f"--- d = {d} bohr")
    print(f"E(2), E(1) = {q['e2']:.5f}, {q['e1']:.5f} hartree")
    print(f"eps = E(2)-E(1) = {q['eps']:.5f} hartree")
    print(f"step between nuclei = {q['step']:.4f} hartree")
    print(f"peak height = {q['peak_v']:.4f} hartree")
    print(f"peak distance from A = {q['peak_x']:.3f} bohr")
    print(f"predicted distance = {K_B * d / (K_A + K_B):.3f} bohr")
    print(f"half-height of return, from B = {q['back']:.2f} bohr")
    print(f"Kohn-Sham gap = {q['gap']:.2e} hartree")
print("--- details for d = 10 bohr")
print(f"v_s 5 bohr beyond B = {plateau:.4f} hartree")
print(f"v_s near left end = {left_end:.5f} hartree")
print(f"v_s near right end = {right_end:.5f} hartree")
print(f"largest v_s beyond B = {outer_max:.4f} hartree")
print(f"largest profile deviation = {profile_error:.4f} hartree")
print(f"return motion per unit d = {motion:.3f}")
print(f"predicted motion = {K_A / (K_B - K_A):.3f}")
print(f"electrons on B side = {on_B:.4f}")
print(f"electrons on B side, step removed = {on_B_without:.4f}")
print("verified")
```

It prints:

```
kappa_A, kappa_B = 1.0, 1.5 1/bohr
repulsion strength = 2.0 hartree
grid spacing = 0.1 bohr
I_A formula, grid = 0.5000, 0.5002 hartree
I_B formula, grid = 1.1250, 1.1260 hartree
predicted step I_B-I_A = 0.6250 hartree
predicted step = 17.01 eV
predicted peak height I_B = 1.1250 hartree
predicted peak height = 30.61 eV
two electrons on B alone: E = -1.1817 hartree
covalent limit -(I_A+I_B) = -1.6250 hartree
--- d = 6 bohr
E(2), E(1) = -1.62613, -1.12605 hartree
eps = E(2)-E(1) = -0.50008 hartree
step between nuclei = 0.6259 hartree
peak height = 1.1719 hartree
peak distance from A = 3.587 bohr
predicted distance = 3.600 bohr
half-height of return, from B = 9.34 bohr
Kohn-Sham gap = 2.58e-03 hartree
--- d = 8 bohr
E(2), E(1) = -1.62618, -1.12599 hartree
eps = E(2)-E(1) = -0.50019 hartree
step between nuclei = 0.6258 hartree
peak height = 1.1355 hartree
peak distance from A = 4.802 bohr
predicted distance = 4.800 bohr
half-height of return, from B = 13.35 bohr
Kohn-Sham gap = 2.40e-04 hartree
--- d = 10 bohr
E(2), E(1) = -1.62618, -1.12599 hartree
eps = E(2)-E(1) = -0.50019 hartree
step between nuclei = 0.6258 hartree
peak height = 1.1240 hartree
peak distance from A = 6.006 bohr
predicted distance = 6.000 bohr
half-height of return, from B = 17.35 bohr
Kohn-Sham gap = 2.19e-05 hartree
--- details for d = 10 bohr
v_s 5 bohr beyond B = 0.6258 hartree
v_s near left end = -0.00000 hartree
v_s near right end = 0.00001 hartree
largest v_s beyond B = 0.6258 hartree
largest profile deviation = 0.0038 hartree
return motion per unit d = 2.002
predicted motion = 2.000
electrons on B side = 1.0000
electrons on B side, step removed = 2.0000
verified
```
